# Photocount statistics from normally ordered detection: coherent and thermal light, part 2

The problem is to find the probability $P_n$ of $n$ counts in a window $[0,T]$ when the mean count $m$ is known. The beam has one polarisation, one spatial mode and a narrow band around $\omega_0$. With $\hbar=1$ and frequency modes $a(\omega)$, the operator $b(t)$ annihilates a photon reaching the detector at time $t$:

$$b(t)=\frac{1}{\sqrt{2\pi}}\int d\omega\,a(\omega)e^{-i\omega t},\qquad [b(t),b^\dagger(t')]=\delta(t-t'). \tag{1}$$

The photon number in the window is $N=\int_0^Tb^\dagger(t)b(t)\,dt$, with probabilities $p_N$. The efficiency is $\eta\le1$, $\Omega=\eta N$ and $m=\langle\Omega\rangle$. A detector of $L$ thin layers, each absorbing a fraction $\varepsilon$ of the flux reaching it, has $\eta=1-(1-\varepsilon)^L$. Each absorption gives one count, with no dark counts and no dead time. Colons denote normal ordering: every $b^\dagger$ stands to the left of every $b$, and no commutator terms are kept.

The factorial moments are $F_k=\langle n(n-1)\cdots(n-k+1)\rangle=\langle:\Omega^k:\rangle$. The generating function, Mandel's formula and their consequences are

$$Q(s)=\sum_nP_n(1-s)^n=\sum_k\frac{(-s)^k}{k!}\langle:\Omega^k:\rangle=\langle:e^{-s\Omega}:\rangle . \tag{11}$$

$$P_n=\frac{(-1)^n}{n!}\frac{d^nQ}{ds^n}\bigg|_{s=1}=\left\langle:\frac{\Omega^n}{n!}e^{-\Omega}:\right\rangle . \tag{12}$$

$$:e^{-s\eta N}:=\sum_k\binom{N}{k}(-s\eta)^k=(1-s\eta)^N . \tag{13}$$

$$P_n=\sum_{N\ge n}p_N\binom{N}{n}\eta^n(1-\eta)^{N-n}. \tag{14}$$

$$\mathrm{Var}\,n=\langle n(n-1)\rangle+\langle n\rangle-\langle n\rangle^2=\langle:\Omega^2:\rangle+m-m^2 . \tag{15}$$

The first two blocks of the numerical output at the end record earlier checks: the ionization of one atom by a classical pulse, compared with the integrated absorption rate, and Mandel's formula for a state of two time intervals, with $P_1$ also computed without the colons and for an inadmissible $\eta=1.5$.

### Coherent light

A coherent beam is an eigenstate of every annihilation operator, $b(t)|\beta\rangle=\beta(t)|\beta\rangle$, where $\beta(t)$ is a known complex function. In a normally ordered product each $b$ acts on the ket and gives $\beta(t)$, while each $b^\dagger$ acts on the bra and gives $\beta^*(t)$. The operator $\Omega$ inside the colons is thereby replaced by a number:

$$m=\eta\int_0^T|\beta(t)|^2dt,\qquad P_n=\frac{m^n}{n!}e^{-m}. \tag{16}$$

This is the Poisson law. Since $\langle:\Omega^2:\rangle=m^2$, (15) gives variance $m$. The derivation does not require constant intensity: a pulse of known shape gives Poisson counts as well, and only its integrated intensity enters. Nor is there a condition on $T$.

What matters is that the integrated intensity is the same in every repetition. If it varies from one window to the next, so that the field is a statistical mixture of coherent states, (16) must be averaged over the values $W$ of $\eta\int|\beta|^2dt$. Then $\langle:\Omega^2:\rangle=\langle W^2\rangle$, and (15) becomes

$$\mathrm{Var}\,n=m+\mathrm{Var}\,W\ge m . \tag{17}$$

Mixtures of coherent states thus never have a count variance below the mean. A state with a fixed number $N_0$ of photons does: its counts are binomial by (14), with variance $\eta(1-\eta)N_0=(1-\eta)m$. Such light cannot be described by a fluctuating classical intensity, although (12) still applies to it.

### One thermal mode

For a single mode in thermal equilibrium the Boltzmann factor makes the photon-number probabilities a geometric sequence, $p_N=(1-q)q^N$ with $0<q<1$. The mean is $\bar N=q/(1-q)$, so $q=\bar N/(1+\bar N)$ and $1-q=1/(1+\bar N)$. With (13),

$$Q(s)=\sum_N(1-q)q^N(1-s\eta)^N=\frac{1-q}{1-q+qs\eta}=\frac{1}{1+s\eta\bar N}. \tag{18}$$

The last step multiplies numerator and denominator by $1+\bar N$. Set $m=\eta\bar N$ and expand in powers of $1-s$:

$$\frac{1}{1+sm}=\frac{1}{1+m-m(1-s)}=\frac{1}{1+m}\sum_n\left(\frac{m}{1+m}\right)^n(1-s)^n .$$

The coefficients are the count probabilities

$$P_n=\frac{m^n}{(1+m)^{n+1}} . \tag{19}$$

This is the Bose-Einstein law. Imperfect detection changes the mean from $\bar N$ to $\eta\bar N$ and preserves the form.

Expanding $1/(1+sm)$ in powers of $s$ instead gives $F_k=k!\,m^k$, by comparison with (11). In particular $F_2=2m^2$, twice the coherent value at the same mean: pairs of counts are more frequent. By (15) the variance is $m+m^2$. The series for $P_0$ in terms of these moments is $\sum_k(-m)^k$, which diverges for $m\ge1$. The closed form (18), obtained from bounded operators, remains valid there.

### A thermal beam in a finite window

A stationary thermal beam has many frequency modes, and its intensity fluctuates in time. Take it to be a Gaussian field state with zero mean amplitude, $\langle bb\rangle=0$, and

$$\langle b^\dagger(t')b(t)\rangle=J\,g_1(t-t'),\qquad g_1(0)=1, \tag{20}$$

where $J$ is the constant incident photon flux. To find independent modes within the window, solve

$$\frac1T\int_0^Tg_1(t-t')\phi_j(t')\,dt'=\lambda_j\phi_j(t),\qquad \int_0^T\phi_i^*\phi_j\,dt=\delta_{ij}. \tag{21}$$

The kernel is Hermitian, so the functions $\phi_j$ can be chosen orthonormal and complete on $[0,T]$. Its eigenvalues are not negative, because they are proportional to photon numbers, as will be seen next. Define $b_j=\int_0^T\phi_j^*(t)b(t)\,dt$. The commutator (1) gives $[b_i,b_j^\dagger]=\delta_{ij}$, and completeness gives $N=\sum_jb_j^\dagger b_j$. From (20) and (21),

$$\langle b_i^\dagger b_j\rangle=J\int_0^T\!\!dt\int_0^T\!\!dt'\,\phi_j^*(t)g_1(t-t')\phi_i(t')=JT\lambda_i\delta_{ij}. \tag{22}$$

A Gaussian state is fixed by its first and second moments. A product of independent thermal modes with mean numbers $JT\lambda_j$ has the same moments, so it is the state of the field in the window. Taking the trace of the kernel gives $\sum_j\lambda_j=T^{-1}\int_0^Tg_1(0)dt=1$. The mean count is then $m=\eta JT$, divided among the modes as $\mu_j=m\lambda_j$. Each mode contributes a factor (18):

$$Q(s)=\prod_j\frac{1}{1+sm\lambda_j},\qquad \sum_j\lambda_j=1 . \tag{23}$$

The total count is a sum of independent Bose-Einstein counts. Their variances add:

$$\mathrm{Var}\,n=\sum_j(\mu_j+\mu_j^2)=m+\frac{m^2}{M},\qquad \frac1M=\sum_j\lambda_j^2=\frac1{T^2}\int_0^T\!\!dt\int_0^T\!\!dt'\,|g_1(t-t')|^2 . \tag{24}$$

The last equality is the trace of the squared kernel. The number $M$ serves as an effective number of modes: $M$ equal eigenvalues $1/M$ would give this variance.

### The short-window limit

When $T$ is much shorter than the coherence time, $|g_1|$ is close to 1 throughout the window and $1/M\to1$. Let $\lambda_1$ be the largest eigenvalue. Since $\sum_j\lambda_j^2\le\lambda_1\sum_j\lambda_j=\lambda_1$,

$$\frac1M\le\lambda_1\le1 . \tag{25}$$

Hence $\lambda_1\to1$, and the other eigenvalues, whose sum is $\epsilon=1-\lambda_1$, tend to zero. At fixed $m$, (23) reduces to $1/(1+sm)$ and the counts follow (19). During so short a window the intensity has no time to change, but it differs from window to window.

The approach to the limit follows from the logarithm of (23). To first order in $\epsilon$, the main mode gives $-\ln(1+sm-sm\epsilon)\approx-\ln(1+sm)+sm\epsilon/(1+sm)$ and the weak modes together give $-sm\epsilon$. Adding these,

$$Q(s)\approx\frac{1}{1+sm}\left[1-\frac{s^2m^2}{1+sm}\,\epsilon\right]. \tag{26}$$

At $s=1$ this is $P_0$, whose relative change is $-m^2\epsilon/(1+m)$. For large $m$ the change is about $-m\epsilon$ as long as $m\epsilon\ll1$. Beyond that range the expansion (26) fails, $P_0$ differs from $1/(1+m)$ by a relative amount of order one, and (23) must be used. A window much shorter than the coherence time is therefore not enough to secure the probability of silence for a bright beam: $m\epsilon\ll1$ is needed too.

For a definite estimate take a Lorentzian spectrum, $g_1(\tau)=e^{-i\omega_0\tau-|\tau|/\tau_c}$. The carrier phase can be absorbed into $\phi_j$ and does not affect $\lambda_j$. With $x=T/\tau_c$ and $u=|t-t'|/\tau_c$, the double integral in (24) becomes a single one, in which the factor $x-u$ measures how many pairs of times have separation $u$:

$$\frac1M=\frac{2}{x^2}\int_0^x(x-u)e^{-2u}du .$$

The two parts of the integral are

$$x\int_0^xe^{-2u}du=\frac x2-\frac x2e^{-2x},\qquad \int_0^xue^{-2u}du=\frac14-\left(\frac x2+\frac14\right)e^{-2x}.$$

On subtraction the terms in $xe^{-2x}$ cancel, leaving

$$\frac1M=\frac{e^{-2x}+2x-1}{2x^2}=1-\frac{2x}{3}+O(x^2). \tag{27}$$

The second form uses $e^{-2x}=1-2x+2x^2-4x^3/3+\cdots$. For small $x$ the weak modes contribute to $\sum_j\lambda_j^2$ only in second order, so $1/M\approx\lambda_1^2\approx1-2\epsilon$ and thus $\epsilon\approx x/3$. For this spectrum and at fixed $m$, the departure from the Bose-Einstein law is linear in the window length. The linear term comes from the cusp of $|g_1|$ at $\tau=0$; if $1-|g_1|^2$ starts as $\tau^2$, (24) makes $1-1/M$, and hence $\epsilon$, quadratic in $T$.

### A ten-nanosecond window

Take as model parameters an incident flux $J=0.4$ photons per ns, a window $T=10$ ns, an efficiency $\eta=0.5$ and a coherence time $\tau_c=1000$ ns. Then

$$JT=0.4\times10=4,\qquad m=0.5\times4=2,\qquad x=10/1000=0.01 .$$

For coherent light, $P_0=e^{-2}=0.135$. For thermal light in the short-window limit, $P_0=1/3$ and $P_1=2/9=0.222$. The table gives these laws and the thermal result (23) for two window lengths. In the last column the flux is reduced so that the mean count is still 2. The entries assume, as before, a detector without dead time. A detector whose dead time exceeds the window, as is common for avalanche diodes at 10 ns, records at most one count and gives access only to $P_0$ and $1-P_0$.

| $n$ | Poisson | Bose-Einstein | thermal, 10 ns | thermal, 1000 ns |
|---|---|---|---|---|
| 0 | 0.1353 | 0.3333 | 0.3319 | 0.2486 |
| 1 | 0.2707 | 0.2222 | 0.2232 | 0.2607 |
| 2 | 0.2707 | 0.1481 | 0.1486 | 0.1879 |
| 3 | 0.1804 | 0.0988 | 0.0990 | 0.1200 |
| 4 | 0.0902 | 0.0658 | 0.0659 | 0.0733 |
| 5 | 0.0361 | 0.0439 | 0.0439 | 0.0441 |
| 6 | 0.0120 | 0.0293 | 0.0292 | 0.0264 |

Thermal light gives both more silent windows and more windows with many counts. At 10 ns the largest eigenvalue is 0.9967, so $\epsilon=0.0033$, in agreement with $x/3$. Equation (26) then predicts a relative change of $P_0$ by $-4\times0.0033/3=-0.0044$, which takes 0.3333 to 0.3319, the value in the table. The variance is $2+4\times0.9934=5.97$, compared with 6 in the limit.

The efficiency was tested as a physical process. A stack of ten layers, each absorbing a fraction $1-0.5^{1/10}=0.067$, was fed with four photons on average. For coherent light the mean was divided unequally between two parts of the window. The counts agree with the Poisson law to within $10^{-15}$ in probability, and those of a thermal mode agree with the Bose-Einstein law to within $10^{-12}$.

### Longer windows

Lengthening the window has different effects according to what is held fixed. Suppose first that the mean count stays at 2 while the flux is lowered. A useful measure of the difference between two distributions is $D=\frac12\sum_n|P_n-P_n'|$, the largest difference they can assign to the probability of any set of counts.

| $T/\tau_c$ | $1/M$ | variance | $D$ to Bose-Einstein | $D$ to Poisson |
|---|---|---|---|---|
| 0.01 | 0.993 | 5.97 | 0.002 | 0.275 |
| 1 | 0.568 | 4.27 | 0.107 | 0.170 |
| 10 | 0.095 | 2.38 | 0.238 | 0.039 |

Doubling the window from 10 to 20 ns multiplies the distance to the Bose-Einstein law by 1.99, which confirms the linear departure. At $T=\tau_c$ neither limiting law is accurate, and (23) must be used. A simulation of a Gaussian field with this correlation, with Poisson counting averaged over the simulated intensities, reproduces the probabilities for $n=0$ to $6$ at $T=\tau_c$ within its statistical error. With 40 000 samples that error is about 0.001 for $P_0$, and the largest deviation in the run reported is 0.0008.

At fixed mean the Poisson limit can be read from (23). Since $\lambda_1^2\le1/M$, every $\mu_j$ tends to zero as $M$ grows. Then $\ln Q=-\sum_j\ln(1+s\mu_j)\to-s\sum_j\mu_j=-sm$, which is the generating function of (16). Each mode holds so little light that a second count from it is improbable.

With the flux held fixed, $m$ grows in proportion to $T$. For $T\gg\tau_c$, (27) gives $1/M\approx\tau_c/T$, and (24) becomes

$$\frac{\mathrm{Var}\,n}{m}=1+\frac mM\;\to\;1+\eta J\tau_c . \tag{28}$$

The excess is the mean number of counts per coherence time, and it does not fall as the window is lengthened. In the example $\eta J\tau_c=0.5\times0.4\times1000=200$, so the limit is 201. At $T=10\,000$ ns the mean count is 2000 and the ratio is already $1+2000\times0.095=191$. The relative spread of the counts does decrease, but their variance is far from Poissonian. A statistical error computed as $\sqrt m$ would be too small by a factor $\sqrt{191}\approx14$. For thermal light in a long window, the variance is close to the mean if $\eta J\tau_c\ll1$.

### Other modes

The Bose-Einstein law needs a single mode in every respect, not just in time. If the detector accepts both polarisations of unpolarised thermal light, a short window contains two independent modes of mean $m/2$ each. The generating function is then $(1+sm/2)^{-2}$ and the variance is $m+m^2/2$. Several spatial modes reduce the excess in the same way. A measured variance between $m$ and $m+m^2$ therefore does not by itself show that the window is too long.

The values behind this section, to more digits, are in the numerical output that follows.

## Computed results

```
ONE ATOM IN A PULSE (model units)
half pulse: ionized 0.01116, rate integral 0.01125
full pulse: ionized 0.02225, rate integral 0.02250
NORMAL ORDERING
two-bin entangled state, eta = 0.6
largest error of Mandel formula: 6.1e-16
one photon, eta=1: P_1 ordered 1.0000
one photon, eta=1: P_1 not ordered 0.3679
two photons, eta=1.5: P_1 = -1.5000
WORKED EXAMPLE
incident flux 0.4 photons/ns, window 10.0 ns
efficiency 0.5, coherence time 1000.0 ns
mean incident photons 4.000, mean count 2.000
layers 10, absorbed per layer 0.06697
coherent stack minus Poisson, largest 2.8e-16
thermal stack minus Bose-Einstein, largest 6.3e-13
n, Poisson, Bose-Einstein, thermal T=10 ns, T=1000 ns
0 0.13534 0.33333 0.33186 0.24855
1 0.27067 0.22222 0.22320 0.26066
2 0.27067 0.14815 0.14864 0.18789
3 0.18045 0.09877 0.09899 0.11996
4 0.09022 0.06584 0.06592 0.07333
5 0.03609 0.04390 0.04390 0.04413
6 0.01203 0.02926 0.02923 0.02640
variance: Poisson 2.0000, Bose-Einstein 6.0000
THERMAL LIGHT, MEAN COUNT HELD FIXED
T/tau_c = 0.01: largest mode weight 0.99668
  1/M = 0.99337, variance 5.9735
  total variation distance to Bose-Einstein 0.00176
  total variation distance to Poisson 0.27527
T/tau_c = 1: largest mode weight 0.73881
  1/M = 0.56767, variance 4.2707
  total variation distance to Bose-Einstein 0.10709
  total variation distance to Poisson 0.17017
T/tau_c = 10: largest mode weight 0.18709
  1/M = 0.09500, variance 2.3801
  total variation distance to Bose-Einstein 0.23805
  total variation distance to Poisson 0.03898
distance to Bose-Einstein, T doubled from 10 ns: x 1.987
simulated field, T/tau_c = 1: largest error 8.3e-04
THERMAL LIGHT, FLUX HELD FIXED
T = 10000 ns: mean count 2000
variance/mean 191.0, long-time limit 201.0
```
